# A Straight Fowler-Nordheim Plot Does Not Identify the Cathode Barrier: verification in Python

```python
"""
Result under test: elastic two-step tunnelling through traps gives a nearly
straight Fowler-Nordheim (FN) plot, ln(J/F^2) against 1/F, over a finite range.
Its slope does not give the cathode barrier.
Symbols: F field (V/m), phi_b cathode barrier (eV), phi_t trap depth (eV),
b WKB constant (V/m per eV^1.5), w = phi_t + F*x for a trap at distance x,
kt thermal energy (eV), nu attempt rate (1/s), n_trap trap density (1/m^3).
Slopes are magnitudes in MV/cm; 1 MV/cm = 1e8 V/m.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, simpson

q, hbar, m0 = const.e, const.hbar, const.m_e
MV = 1e8
phi_b, phi_t, mass_ratio = 2.2, 1.6, 0.2
n_trap, nu, thickness, eps_r = 1e24, 1e13, 12e-9, 20.0
temperature = 300.0
kt = const.k * temperature / q
kt_hot = const.k * 400.0 / q
mass = mass_ratio * m0
b = 4 * np.sqrt(2 * mass * q) / (3 * hbar)
f_low, f_high = 2.5 * MV, 4.0 * MV
inverse = np.linspace(1 / f_high, 1 / f_low, 301)
fields = 1 / inverse


def integrate(values, grid):
    return np.sum((values[..., 1:] + values[..., :-1])
                  * np.diff(grid, axis=-1), axis=-1) / 2


def fermi(energy, thermal):
    return 0.5 * (1 - np.tanh(energy / (2 * thermal)))


def trap_current(field, barrier=phi_b, depth=phi_t, thermal=kt, capture=1.0):
    field = np.atleast_1d(field)[:, None]
    unit = np.linspace(0, 1, 4001)[None, :]
    w = depth + (field * thickness - depth) * unit
    a_capture = b * (w**1.5 - depth**1.5) / field
    a_emit = b * depth**1.5 / field
    flow = fermi(barrier - w, thermal) / (
        np.exp(a_capture) / capture + np.exp(a_emit))
    return q * n_trap * nu * integrate(flow, w) / field[:, 0]


def direct_current(field, barrier=phi_b, thermal=kt):
    field = np.atleast_1d(field)[:, None]
    energy = np.linspace(-2.0, barrier, 4001)[None, :]
    supply = thermal * np.logaddexp(0, -energy / thermal)
    transmission = np.exp(-b * (barrier - energy)**1.5 / field)
    factor = q**3 * m0 / (2 * np.pi**2 * hbar**3)
    return factor * integrate(supply * transmission, energy)


def fn_prefactor(barrier):
    return q**3 * m0 / (8 * np.pi * const.h * mass * barrier * q)


def fn_fit(current):
    x = inverse * MV
    y = np.log(current / fields**2)
    slope, intercept = np.polyfit(x, y, 1)
    residual = y - slope * x - intercept
    r_squared = 1 - np.sum(residual**2) / np.sum((y - y.mean())**2)
    return -slope, intercept, np.sqrt(np.mean(residual**2)), r_squared, residual


def apparent_barrier(slope):
    return (slope * MV / b)**(2 / 3)


# Position-by-position rate balance with numerically integrated WKB actions.
def position_current(field):
    positions = np.linspace(0, thickness - phi_t / field, 501)
    wave = 2 * np.sqrt(2 * mass * q) / hbar
    exit_length = phi_t / field
    emit_action = wave * exit_length * quad(
        lambda s: np.sqrt(max(phi_t - field * exit_length * s, 0)), 0, 1)[0]
    emit = nu * np.exp(-emit_action)
    occupied = []
    for x in positions:
        action = wave * x * quad(
            lambda s: np.sqrt(phi_t + field * x * (1 - s)), 0, 1)[0]
        exchange = nu * np.exp(-action)
        filled = fermi(phi_b - phi_t - field * x, kt)
        gain = exchange * filled
        loss = exchange * (1 - filled) + emit
        occupied.append(gain / (gain + loss))
    sheet = n_trap * simpson(np.array(occupied), x=positions)
    return q * emit * sheet, sheet


position_errors = []
for test_field in (f_low, 3.2 * MV, f_high):
    reference, sheet_test = position_current(test_field)
    position_errors.append(abs(trap_current(test_field)[0] / reference - 1))
assert max(position_errors) < 2e-3
sheet_low = position_current(f_low)[1]
field_jump = q * sheet_low / (const.epsilon_0 * eps_r)
b_trap = b * phi_t**1.5 / MV
charge_shift = b_trap * MV * field_jump / f_low**2
assert charge_shift < 0.3

# Upper bound on the omitted traps near the anode.
w_tail = np.linspace(f_low * thickness, f_low * thickness + 2, 4001)
tail = q * n_trap * nu / f_low * integrate(
    np.exp(-b * (w_tail**1.5 - phi_t**1.5) / f_low), w_tail)
tail_share = tail / trap_current(f_low)[0]
assert tail_share < 1e-5

# Exact decay of a one-dimensional zero-range well, in units with kappa = 1.
mp.mp.dps = 40


def resonance_width(reduced_field):
    g = mp.mpf(reduced_field)

    def condition(energy):
        z = -2 * energy / (2 * g)**(mp.mpf(2) / 3)
        ai = mp.airyai(z)
        return 1 - 2 * mp.pi * (2 * g)**(-mp.mpf(1) / 3) * ai * (
            mp.airybi(z) + 1j * ai)

    start = -mp.mpf('0.5') - mp.mpf('0.625') * g**2 \
        - 0.5j * mp.exp(-2 / (3 * g))
    root = mp.findroot(condition, (start, start + mp.mpf('1e-5')))
    return -2 * mp.im(root)


g_low, g_high = (2 * f / (3 * b_trap * MV) for f in (f_low, f_high))
width_low, width_high = resonance_width(g_low), resonance_width(g_high)
assert width_low > 0 and width_high > 0
exact_slope = float((mp.log(width_high) - mp.log(width_low))
                    / (1 / g_low - 1 / g_high)) * 1.5 * b_trap
width_ratios = [float(width * mp.exp(2 / (3 * mp.mpf(g))))
                for width, g in ((width_low, g_low), (width_high, g_high))]
assert abs(exact_slope / b_trap - 1) < 0.02
assert all(abs(value - 1) < 0.3 for value in width_ratios)

# Closed emission-limited current and the shape of its FN plot.
w_cross = 2**(2 / 3) * phi_t
j_trap = trap_current(fields)
j_closed = q * n_trap * nu * (w_cross - phi_b) / fields * np.exp(
    -b * phi_t**1.5 / fields)
closed_error = np.max(np.abs(j_closed / j_trap - 1))
assert closed_error < 0.03
slope, intercept, rms, r2, residual = fn_fit(j_trap)
x_mid = inverse.mean() * MV
relative_half = (inverse[-1] - inverse[0]) * MV / (2 * x_mid)
log_slope = (1 + relative_half**2 / 5) / x_mid
slope_formula = b_trap - 3 * log_slope
rms_formula = 3 * relative_half**2 / np.sqrt(45)
assert abs(slope - slope_formula) < 0.2
assert abs(rms / rms_formula - 1) < 0.12
local = -np.gradient(np.log(j_trap / fields**2), inverse * MV, edge_order=2)
assert np.max(np.abs(local - (b_trap - 3 * fields / MV))) < 0.2
assert r2 > 0.999

# Direct injection: low-temperature prefactor and the 300 K plot.
cold = direct_current(fields, thermal=0.001)
fn_cold = fn_prefactor(phi_b) * fields**2 * np.exp(-b * phi_b**1.5 / fields)
fn_error = np.max(np.abs(cold / fn_cold - 1))
assert fn_error < 0.08
j_direct = direct_current(fields)
direct_slope, _, direct_rms, direct_r2, _ = fn_fit(j_direct)
share = j_direct / j_trap
assert direct_r2 > 0.999 and np.max(share) < 0.1
total_slope, _, total_rms, total_r2, _ = fn_fit(j_trap + j_direct)
assert total_r2 > 0.999

# FN interpretation, including the freedom usually assigned to area.
phi_apparent = apparent_barrier(slope)
area_fraction = np.exp(intercept) / fn_prefactor(phi_apparent)
matched = area_fraction * fn_prefactor(phi_apparent) * fields**2 * np.exp(
    -b * phi_apparent**1.5 / fields)
match_error = np.max(np.abs(matched / j_trap - 1))
assert match_error < 0.1
assert abs(phi_apparent - phi_b) > 0.3 and abs(phi_apparent - phi_t) > 0.05

# Changed rate assumptions.
weak_slope, _, _, weak_r2, _ = fn_fit(trap_current(fields, capture=0.1))
strong_slope, _, _, strong_r2, _ = fn_fit(trap_current(fields, capture=10.0))
power_slope, _, _, power_r2, _ = fn_fit(j_trap * fields / f_low)
assert min(weak_r2, strong_r2, power_r2) > 0.999

# Capture-limited shallow traps at low temperature.
shallow = 1.0
capture_slope, _, _, capture_r2, _ = fn_fit(
    trap_current(fields, depth=shallow, thermal=0.001))
capture_formula = b * (phi_b**1.5 - shallow**1.5) / MV - 2 * log_slope
assert abs(capture_slope - capture_formula) < 0.5 and capture_r2 > 0.999

# Electrode change and temperature change.
new_barrier = 2.3
trap_change = fn_fit(trap_current(fields, barrier=new_barrier))[0] - slope
direct_change = fn_fit(direct_current(fields, barrier=new_barrier))[0] \
    - direct_slope
assert abs(trap_change) < 0.5 and direct_change > 5
trap_heat = trap_current(f_low, thermal=kt_hot)[0] / trap_current(f_low)[0]
direct_heat = direct_current(f_low, thermal=kt_hot)[0] \
    / direct_current(f_low)[0]
assert abs(trap_heat - 1) < 0.05 and direct_heat > 1.5

# Onset of thermal excitation in the trap-emission exponent.
thermal_field = 1.5 * b * kt * np.sqrt(phi_t)
excitation = np.linspace(0, phi_t, 20001)
best = []
for factor in (0.9, 1.1):
    exponent = -excitation / kt - b * (phi_t - excitation)**1.5 / (
        factor * thermal_field)
    best.append(excitation[np.argmax(exponent)])
assert best[0] > 0.05 and best[1] == 0
assert f_low > thermal_field

print(f"Cathode barrier, trap depth: {phi_b:.2f}, {phi_t:.2f} eV")
print(f"Tunnelling mass: {mass_ratio:.2f} m0")
print(f"Trap density: {n_trap / 1e6:.1e} cm^-3")
print(f"Attempt rate: {nu:.1e} s^-1")
print(f"Thickness: {thickness * 1e9:.1f} nm; permittivity: {eps_r:.0f}")
print(f"Temperature: {temperature:.0f} K; kT: {kt:.5f} eV")
print(f"Field range: {f_low / MV:.2f} to {f_high / MV:.2f} MV/cm")
print(f"WKB constant b: {b / MV:.3f} MV/cm per eV^1.5")
print(f"Crossover energy wc: {w_cross:.4f} eV")
print(f"Trap exponent Bt: {b_trap:.3f} MV/cm")
print(f"Direct exponent: {b * phi_b**1.5 / MV:.3f} MV/cm")
print(f"Trap J at low, high field: {j_trap[-1]/1e4:.3e}, "
      f"{j_trap[0]/1e4:.3e} A/cm^2")
print(f"Direct J at low, high field: {j_direct[-1]/1e4:.3e}, "
      f"{j_direct[0]/1e4:.3e} A/cm^2")
print(f"Direct/trap at low, high field: {share[-1]:.3e}, {share[0]:.3e}")
print(f"Trap FN slope, fit and formula: {slope:.3f}, "
      f"{slope_formula:.3f} MV/cm")
print(f"Trap local slope at low, high field: {local[-1]:.3f}, "
      f"{local[0]:.3f} MV/cm")
print(f"Trap R squared: {r2:.6f}")
print(f"Trap rms log residual, fit and formula: {rms:.4f}, {rms_formula:.4f}")
print(f"Direct 300 K FN slope: {direct_slope:.3f} MV/cm")
print(f"Direct 300 K R squared: {direct_r2:.6f}; rms: {direct_rms:.4f}")
print(f"Direct barrier read from 300 K slope: "
      f"{apparent_barrier(direct_slope):.3f} eV")
print(f"Total FN slope: {total_slope:.3f} MV/cm; R squared: {total_r2:.6f}")
print(f"Barrier read from total: {apparent_barrier(total_slope):.3f} eV")
print(f"Barrier read from trap current: {phi_apparent:.3f} eV")
print(f"Apparent area fraction: {area_fraction:.3e}")
print(f"Largest error of matched FN law: {100 * match_error:.2f} %")
print(f"Apparent barrier, capture x0.1, x10: "
      f"{apparent_barrier(weak_slope):.3f}, "
      f"{apparent_barrier(strong_slope):.3f} eV")
print(f"Apparent barrier, attempt rate linear in F: "
      f"{apparent_barrier(power_slope):.3f} eV")
print(f"Shallow trap depth: {shallow:.2f} eV")
print(f"Capture-limited slope, fit and formula: {capture_slope:.3f}, "
      f"{capture_formula:.3f} MV/cm")
print(f"Changed cathode barrier: {new_barrier:.2f} eV")
print(f"Slope change, trap and direct: {trap_change:.3f}, "
      f"{direct_change:.3f} MV/cm")
print(f"J(400 K)/J(300 K) at low field, trap and direct: "
      f"{trap_heat:.4f}, {direct_heat:.3f}")
print(f"Thermal crossover field at 300 K: {thermal_field / MV:.3f} MV/cm")
print(f"Exact zero-range decay slope: {exact_slope:.3f} MV/cm")
print(f"Exact/WKB width at low, high field: {width_ratios[0]:.4f}, "
      f"{width_ratios[1]:.4f}")
print(f"Largest position-sum error: {max(position_errors):.2e}")
print(f"Largest closed-current error: {100 * closed_error:.2f} %")
print(f"Largest cold FN-law error: {100 * fn_error:.2f} %")
print(f"Filled trap sheet at low field: {sheet_low / 1e4:.3e} cm^-2")
print(f"Neglected trap-charge field jump: {field_jump / MV:.4f} MV/cm")
print(f"Estimated trap-charge shift of ln J: {charge_shift:.3f}")
print(f"Bound on omitted anode-side trap share: {tail_share:.2e}")
print("all tests passed")
```

Printed output:

```
Cathode barrier, trap depth: 2.20, 1.60 eV
Tunnelling mass: 0.20 m0
Trap density: 1.0e+18 cm^-3
Attempt rate: 1.0e+13 s^-1
Thickness: 12.0 nm; permittivity: 20
Temperature: 300 K; kT: 0.02585 eV
Field range: 2.50 to 4.00 MV/cm
WKB constant b: 30.549 MV/cm per eV^1.5
Crossover energy wc: 2.5398 eV
Trap exponent Bt: 61.826 MV/cm
Direct exponent: 99.684 MV/cm
Trap J at low, high field: 3.956e-06, 2.632e-02 A/cm^2
Direct J at low, high field: 2.801e-10, 1.150e-03 A/cm^2
Direct/trap at low, high field: 7.079e-05, 4.371e-02
Trap FN slope, fit and formula: 52.486, 52.497 MV/cm
Trap local slope at low, high field: 54.321, 49.818 MV/cm
Trap R squared: 0.999883
Trap rms log residual, fit and formula: 0.0246, 0.0238
Direct 300 K FN slope: 95.298 MV/cm
Direct 300 K R squared: 0.999983; rms: 0.0172
Direct barrier read from 300 K slope: 2.135 eV
Total FN slope: 52.665 MV/cm; R squared: 0.999929
Barrier read from total: 1.438 eV
Barrier read from trap current: 1.435 eV
Apparent area fraction: 1.624e-04
Largest error of matched FN law: 6.18 %
Apparent barrier, capture x0.1, x10: 1.411, 1.447 eV
Apparent barrier, attempt rate linear in F: 1.491 eV
Shallow trap depth: 1.00 eV
Capture-limited slope, fit and formula: 62.878, 62.916 MV/cm
Changed cathode barrier: 2.30 eV
Slope change, trap and direct: 0.017, 6.613 MV/cm
J(400 K)/J(300 K) at low field, trap and direct: 1.0000, 3.280
Thermal crossover field at 300 K: 1.498 MV/cm
Exact zero-range decay slope: 61.619 MV/cm
Exact/WKB width at low, high field: 0.9540, 0.9248
Largest position-sum error: 7.29e-13
Largest closed-current error: 0.23 %
Largest cold FN-law error: 3.66 %
Filled trap sheet at low field: 1.358e+11 cm^-2
Neglected trap-charge field jump: 0.0123 MV/cm
Estimated trap-charge shift of ln J: 0.122
Bound on omitted anode-side trap share: 7.42e-08
all tests passed
```
